**Numerical test of the Lorenz mapping and the second laser threshold**

The program tests that a resonant single-mode laser has a second threshold only if $\kappa>\gamma_\perp+\gamma_\parallel$, and that it then lies at $r_H=\sigma(\sigma+b+3)/(\sigma-b-1)$. Here $\kappa$, $\gamma_\perp$ and $\gamma_\parallel$ are the decay rates of field amplitude, polarization and inversion, $\sigma=\kappa/\gamma_\perp$, $b=\gamma_\parallel/\gamma_\perp$, and $r$ is the pump relative to the first threshold. It asserts that the factorized equations agree with a master equation for one atom in a product state, and that separate integrations of the laser and Lorenz equations agree after scaling. Numerical Jacobians are used to assert the characteristic cubic, the phase eigenvalues, both thresholds, the pulsation frequency and the strong-pump growth rate. A scan over four values of $b$ and pumps up to $r=10^4$ finds no instability up to and including $\sigma=b+1$, and finds one at $\sigma=1.05(b+1)$. For the worked example the output gives $r_H=12$ and a pulsation frequency of 0.90 GHz. Small disturbances decay at $r=10$ and grow at $r=14$, where a long run ends in deep pulsing. The final table includes a cavity with $\kappa=20\ \mathrm{ns}^{-1}$ that satisfies the rate condition but cannot reach its second threshold with the available atoms.

## Numerical verification

```python
"""
Resonant single-mode laser, Lorenz equations and the second laser threshold.

Result under test: steady lasing becomes linearly unstable at a finite pump
only if kappa > gamma_perp + gamma_par, and then at
    r_H = s (s + b + 3) / (s - b - 1),  s = kappa/gamma_perp, b = gamma_par/gamma_perp.

Symbols: a field amplitude (|a|^2 = photon number), p = -i sum<sigma_minus>,
D total inversion, D0 its unsaturated value, g coupling of one atom,
kappa decay rate of the field amplitude, gamma_perp decay rate of p,
gamma_par decay rate of D, r = pump divided by its value at first threshold.
Time unit: ns; rates in 1/ns.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar


def laser_rhs(t, y, kappa, gperp, gpar, g, D0):
    a, p, D = y
    return np.array([-kappa * a + g * p,
                     -gperp * p + g * a * D,
                     -gpar * (D - D0) - 2 * g * (np.conj(a) * p + a * np.conj(p))])


def lorenz_rhs(t, x, s, b, r):
    X, Y, Z = x
    return np.array([s * (Y - X), r * X - Y - X * Z, X * Y - b * Z])


def scaled_jacobian(f, x, scale):
    """Central differences, free of truncation error for a quadratic f."""
    columns = []
    for k in range(len(x)):
        step = np.zeros(len(x))
        step[k] = scale[k]
        columns.append((f(x + step) - f(x - step)) / (2 * scale))
    return np.array(columns).T


def laser_eigs(kappa, gperp, gpar, g, r, lasing=True):
    """Eigenvalues of the laser equations in five real variables."""
    Dth = kappa * gperp / g**2
    D0 = r * Dth

    def f(v):
        d = laser_rhs(0, (v[0] + 1j * v[1], v[2] + 1j * v[3], v[4]),
                      kappa, gperp, gpar, g, D0)
        return np.array([d[0].real, d[0].imag, d[1].real, d[1].imag, d[2].real])

    scale = np.array([1 / g, 1 / g, 1 / g**2, 1 / g**2, 1 / g**2])
    if lasing:
        a = np.sqrt(gperp * gpar * (r - 1)) / (2 * g)
        point = np.array([a, 0, kappa * a / g, 0, Dth])
    else:
        point = np.array([0, 0, 0, 0, D0])
    assert np.max(np.abs(f(point) / scale)) < 1e-9   # it is a steady state
    return np.linalg.eigvals(scaled_jacobian(f, point, scale))


def lorenz_jacobian(s, b, r):
    X = np.sqrt(b * (r - 1))
    return scaled_jacobian(lambda x: lorenz_rhs(0, x, s, b, r),
                           np.array([X, X, r - 1.0]), np.ones(3))


def lorenz_eigs(s, b, r):
    return np.linalg.eigvals(lorenz_jacobian(s, b, r))


def oscillating(eigs):
    return eigs[np.argmax(eigs.imag)]


def numerical_threshold(s, b):
    return brentq(lambda r: oscillating(lorenz_eigs(s, b, r)).real, 3, 400, xtol=1e-11)


def r_hopf(s, b):
    return s * (s + b + 3) / (s - b - 1)


def integrate(f, y0, times, args, atol):
    sol = solve_ivp(f, (0, times[-1]), y0, method="DOP853", t_eval=times,
                    args=args, rtol=1e-10, atol=atol)
    assert sol.success
    return sol.y


# Model parameters of the worked example
gperp, gpar, kappa, g, N = 2.0, 1.0, 8.0, 1e-4, 4e10
s, b = kappa / gperp, gpar / gperp
Dth = kappa * gperp / g**2

# Factorized equations against the master equation, one atom, product state
rng = np.random.default_rng(3)
levels = 8
psi = np.zeros(levels, complex)
psi[:6] = rng.normal(size=6) + 1j * rng.normal(size=6)
psi /= np.linalg.norm(psi)
M = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
atom = M @ M.conj().T
atom /= np.trace(atom)
rho = np.kron(np.outer(psi, psi.conj()), atom)
A = np.kron(np.diag(np.sqrt(np.arange(1, levels)), 1), np.eye(2))
SM = np.kron(np.eye(levels), np.array([[0, 0], [1, 0]]))
SZ = np.kron(np.eye(levels), np.diag([1, -1]))
g1, k1, down, up, dephase = 0.7, 0.9, 0.3, 0.5, 0.2
H = g1 * (A.T @ SM + A @ SM.T)
drho = -1j * (H @ rho - rho @ H)
for rate, L in ((2 * k1, A), (down, SM), (up, SM.T), (dephase / 2, SZ)):
    LL = L.T @ L
    drho = drho + rate * (L @ rho @ L.T - 0.5 * (LL @ rho + rho @ LL))
means = [np.trace(A @ rho), -1j * np.trace(SM @ rho), np.trace(SZ @ rho)]
slopes = [np.trace(A @ drho), -1j * np.trace(SM @ drho), np.trace(SZ @ drho)]
expected = laser_rhs(0, means, k1, (up + down) / 2 + dephase, up + down, g1,
                     (up - down) / (up + down))
assert np.allclose(slopes, expected, atol=1e-12)

# Scaling to Lorenz variables: integrate both systems separately
r_test = 14.0
args = (kappa, gperp, gpar, g, r_test * Dth)
amp, pol = gperp / (2 * g), kappa * gperp / (2 * g**2)
times = np.linspace(0, 5, 201)
x0 = np.array([1.0, 0.5, 2.0])
phys0 = np.array([amp * x0[0], pol * x0[1], r_test * Dth - Dth * x0[2]], complex)
atol_phys = np.array([1e-6, 1e-1, 1e-1])
phys = integrate(laser_rhs, phys0, times, args, atol_phys)
lor = integrate(lorenz_rhs, x0, gperp * times, (s, b, r_test), 1e-11)
mapped = np.array([amp * lor[0], pol * lor[1], r_test * Dth - Dth * lor[2]])
map_error = max(np.max(np.abs(phys[k] - mapped[k])) / np.max(np.abs(mapped[k]))
                for k in range(3))
assert map_error < 1e-5

# Im(a* p) decays at kappa + gamma_perp whatever the other variables do
phase0 = phys0.copy()
phase0[1] *= np.exp(0.8j)
run = integrate(laser_rhs, phase0, np.linspace(0, 0.5, 11), args, atol_phys)
W = (np.conj(run[0]) * run[1]).imag
phase_rate = -np.log(W[-1] / W[0]) / 0.5
assert abs(phase_rate - (kappa + gperp)) < 1e-4

# Full five-variable spectrum = Lorenz spectrum plus two phase eigenvalues
for r in (2.0, 9.0, 20.0):
    full = np.poly(laser_eigs(kappa, gperp, gpar, g, r))
    parts = np.poly(np.concatenate([gperp * lorenz_eigs(s, b, r),
                                    [0, -(kappa + gperp)]]))
    assert np.allclose(full, parts, rtol=1e-8, atol=1e-6)

# First threshold: the dark state loses stability at r = 1
assert laser_eigs(kappa, gperp, gpar, g, 0.99, False).real.max() < 0
assert laser_eigs(kappa, gperp, gpar, g, 1.01, False).real.max() > 0

# Characteristic cubic, its root identity, threshold, frequency and slope
for ss, bb in ((4.0, 0.5), (3.0, 1.0), (10.0, 8 / 3)):
    for r in (1.5, 7.0, 40.0):
        cubic = np.poly(lorenz_jacobian(ss, bb, r))
        formula = [1, ss + bb + 1, bb * (ss + r), 2 * ss * bb * (r - 1)]
        assert np.allclose(cubic, formula, rtol=1e-9)
        e = lorenz_eigs(ss, bb, r)
        product = -(e[0] + e[1]) * (e[1] + e[2]) * (e[2] + e[0])
        assert np.isclose(product, bb * (ss * (ss + bb + 3) - r * (ss - bb - 1)),
                          rtol=1e-8, atol=1e-8)
    rn = numerical_threshold(ss, bb)
    assert abs(rn - r_hopf(ss, bb)) < 1e-7
    w2 = 2 * ss * bb * (ss + 1) / (ss - bb - 1)
    assert abs(oscillating(lorenz_eigs(ss, bb, rn)).imag**2 - w2) < 1e-6
    h = 1e-3
    slope = (oscillating(lorenz_eigs(ss, bb, rn + h)).real
             - oscillating(lorenz_eigs(ss, bb, rn - h)).real) / (2 * h)
    assert np.isclose(slope, bb * (ss - bb - 1) / (2 * ((ss + bb + 1)**2 + w2)),
                      rtol=1e-5)

# Threshold found directly from the laser equations in physical units
r_num = brentq(lambda r: oscillating(laser_eigs(kappa, gperp, gpar, g, r)).real,
               3, 200, xtol=1e-11)
assert abs(r_num - r_hopf(s, b)) < 1e-7
omega = oscillating(laser_eigs(kappa, gperp, gpar, g, r_num)).imag

# The rate condition: stable at every pump up to the boundary, unstable past it
pumps = np.geomspace(1.01, 1e4, 60)
for bb in (0.05, 0.5, 1.0, 2.0):
    for fraction in (0.1, 0.5, 0.9, 1.0, 1.05):
        worst = max(lorenz_eigs(fraction * (bb + 1), bb, r).real.max() for r in pumps)
        assert (worst > 0) == (fraction > 1)

# Strong-pump limits of the real eigenvalue and of the oscillating pair
for ss in (1.0, 4.0):
    e = lorenz_eigs(ss, b, 1e6)
    assert abs(oscillating(e).real - (ss - b - 1) / 2) < 1e-3
    assert abs(e[np.argmin(np.abs(e.imag))].real + 2 * ss) < 1e-3
strong_growth = gperp * oscillating(lorenz_eigs(s, b, 1e6)).real

# Lowest possible second threshold at given b
minima = []
for bb in (1e-4, b, 2.0):
    best = minimize_scalar(lambda ss: numerical_threshold(ss, bb),
                           bounds=(bb + 1.3, 20), method="bounded")
    assert abs(best.fun - (3 * bb + 5 + 2 * np.sqrt(2 * (bb + 1) * (bb + 2)))) < 1e-5
    assert best.fun > 9
    minima.append((bb, best.x, best.fun))

# Small disturbances followed with the full nonlinear equations
tau = np.linspace(0, 65, 6501)
followed = []
for r in (10.0, 14.0):
    X = np.sqrt(b * (r - 1))
    path = integrate(lorenz_rhs, [X + 1e-4, X, r - 1], tau, (s, b, r), 1e-12)
    dev = np.abs(path[0] - X)
    early = dev[(tau >= 20) & (tau <= 25)].max()
    late = dev[(tau >= 60) & (tau <= 65)].max()
    measured = np.log(late / early) / 40
    linear = oscillating(lorenz_eigs(s, b, r)).real
    # window maxima fall at slightly different phases of the oscillation
    assert abs(measured - linear) < 0.003
    assert (late > early) == (r > r_num)
    followed.append((r, gperp * measured, gperp * linear))

# Long run above the second threshold: the output does not settle
X = np.sqrt(b * (r_test - 1))
tau_long = np.linspace(0, 600, 30001)
path = integrate(lorenz_rhs, [X + 0.01, X, r_test - 1], tau_long, (s, b, r_test), 1e-10)
intensity = (path[0][tau_long > 400] / X)**2
assert intensity.max() > 1.1 and intensity.min() < 0.9

# Numbers for the text
D0_H = r_num * Dth
n_H = gperp * gpar * (r_num - 1) / (4 * g**2)
print(f"gamma_perp = {gperp:.1f}, gamma_par = {gpar:.1f}, kappa = {kappa:.1f} 1/ns")
print(f"g = {g:.1e} 1/ns, number of atoms N = {N:.1e}")
print(f"sigma = {s:.3f}, b = {b:.3f}")
print(f"gamma_perp + gamma_par = {gperp + gpar:.1f} 1/ns")
print(f"field unit gamma_perp/(2g) = {amp:.4e}")
print(f"polarization unit kappa*gamma_perp/(2g^2) = {pol:.4e}")
print(f"inversion at first threshold = {Dth:.4e}")
print(f"largest relative error of Lorenz mapping = {map_error:.1e}")
print(f"measured decay rate of Im(a* p) = {phase_rate:.5f} 1/ns")
print(f"second threshold r_H from Jacobian = {r_num:.6f}")
print(f"second threshold r_H from formula = {r_hopf(s, b):.6f}")
print(f"unsaturated inversion D0 at r_H = {D0_H:.4e}")
print(f"D0/N at r_H = {D0_H / N:.4f}")
print(f"pump rate up at r_H = {gpar * (1 + D0_H / N) / 2:.4f} 1/ns")
print(f"decay rate down at r_H = {gpar * (1 - D0_H / N) / 2:.4f} 1/ns")
print(f"pure dephasing rate = {gperp - gpar / 2:.4f} 1/ns")
print(f"steady photon number at r_H = {n_H:.4e}")
print(f"pulsation angular frequency at r_H = {omega:.4f} rad/ns")
print(f"pulsation frequency at r_H = {omega / (2 * np.pi):.4f} GHz")
print(f"growth rate at r = 1e6 = {strong_growth:.4f} 1/ns")
for r, measured, linear in followed:
    print(f"r = {r:.0f}: growth followed {measured:.4f}, eigenvalue {linear:.4f} 1/ns")
print(f"long run r = {r_test:.0f}: photon number / steady value, "
      f"min {intensity.min():.2f}, max {intensity.max():.1f}")
for bb, ss, rr in minima:
    print(f"b = {bb:.4f}: lowest r_H = {rr:.4f} at sigma = {ss:.3f}")
print("kappa (1/ns), r_H, r_max = N/D_th, largest growth rate at r_max (1/ns)")
for k in (2.4, 3.0, 4.0, 8.0, 20.0):
    r_max = N * g**2 / (k * gperp)
    growth = gperp * lorenz_eigs(k / gperp, b, r_max).real.max()
    exists = k > gperp + gpar
    rh = r_hopf(k / gperp, b) if exists else np.inf
    assert (growth > 0) == (r_max > rh)
    label = f"{rh:.3f}" if exists else "none"
    print(f"{k:.1f}, {label}, {r_max:.3f}, {growth:.4f}")
print("done: every assertion held")
```

It prints:

```
gamma_perp = 2.0, gamma_par = 1.0, kappa = 8.0 1/ns
g = 1.0e-04 1/ns, number of atoms N = 4.0e+10
sigma = 4.000, b = 0.500
gamma_perp + gamma_par = 3.0 1/ns
field unit gamma_perp/(2g) = 1.0000e+04
polarization unit kappa*gamma_perp/(2g^2) = 8.0000e+08
inversion at first threshold = 1.6000e+09
largest relative error of Lorenz mapping = 4.5e-10
measured decay rate of Im(a* p) = 10.00000 1/ns
second threshold r_H from Jacobian = 12.000000
second threshold r_H from formula = 12.000000
unsaturated inversion D0 at r_H = 1.9200e+10
D0/N at r_H = 0.4800
pump rate up at r_H = 0.7400 1/ns
decay rate down at r_H = 0.2600 1/ns
pure dephasing rate = 1.5000 1/ns
steady photon number at r_H = 5.5000e+08
pulsation angular frequency at r_H = 5.6569 rad/ns
pulsation frequency at r_H = 0.9003 GHz
growth rate at r = 1e6 = 2.4996 1/ns
r = 10: growth followed -0.0690, eigenvalue -0.0685 1/ns
r = 14: growth followed 0.0627, eigenvalue 0.0626 1/ns
long run r = 14: photon number / steady value, min 0.00, max 6.4
b = 0.0001: lowest r_H = 9.0006 at sigma = 3.000
b = 0.5000: lowest r_H = 11.9772 at sigma = 4.239
b = 2.0000: lowest r_H = 20.7980 at sigma = 7.899
kappa (1/ns), r_H, r_max = N/D_th, largest growth rate at r_max (1/ns)
2.4, none, 83.333, -0.3196
3.0, none, 66.667, -0.0881
4.0, 22.000, 50.000, 0.1771
8.0, 12.000, 25.000, 0.3347
20.0, 15.882, 10.000, -0.1810
done: every assertion held
```
